# Donor Spacing and the Cube-Root Lowering of the Ionization Energy

A calculation of incomplete donor ionization must decide which ionization energy to put into the occupation formula, and which concentration that energy depends on. The energy appears in an exponential, so when most donors are still neutral, a shift comparable with the thermal energy changes the carrier density substantially. The Pearson–Bardeen form

\[
E(N)=E_0-\alpha N^{1/3}
\]

settles the decision once the meaning of \(N\), the value of \(\alpha\) and the range of validity are known. Below, \(N\) is the concentration of **ionized** donors. Within this model, using the total donor concentration instead can turn a bound donor into an apparently unbound one. An empirically fitted \(\alpha\) must be used with the concentration it was fitted to.

## Setting and units

A donor electron has effective mass \(m\), in electron masses, and moves in a host of relative permittivity \(\varepsilon\). In Hartree atomic units its Hamiltonian is \(-\nabla^2/(2m)-1/(\varepsilon r)\). Put \(r=a^*x\) with \(a^*=\varepsilon/m\). The kinetic prefactor becomes \(1/(2ma^{*2})=m/(2\varepsilon^2)\), and the Coulomb prefactor becomes \(1/(\varepsilon a^*)=m/\varepsilon^2\). Hence

\[
H=\frac{m}{\varepsilon^2}\left(-\frac12\nabla_x^2-\frac1x\right),
\qquad E_0=\frac{m}{2\varepsilon^2}.
\]

Effective units measure length in \(a^*\) and energy in \(m/\varepsilon^2=2E_0\). They are used until ordinary units are restored, and \(x\) is again written \(r\). The isolated ground state has energy \(-1/2\) and density \(\rho(r)=e^{-2r}/\pi\).

The model rests on these assumptions.

1. The band is isotropic and parabolic, and the donor has no short-range central-cell potential.
2. Each donor ion sits at the centre of a sphere of radius \(R\) with \((4\pi/3)R^3N=1\). The sphere also holds one unit of uniform negative charge, which represents acceptors or free carriers.
3. This neutralizing charge stays fixed while the electron is removed.
4. The escape threshold is the potential energy at the cell surface, taken as zero. Outside the cell the potential energy is zero too.

The fourth assumption is a convention. A disordered crystal has no such sharp edge, and the prefactor depends on this choice.

## Theorem

Under these assumptions, as \(R\to\infty\) in effective units, the ionization energy is

\[
I(R)=\frac12-\frac{3}{2R}+\frac{3}{2R^3}+O(R^{-6}).
\]

In ordinary units the leading lowering is therefore

\[
\Delta E=\frac{\beta e^2}{4\pi\varepsilon_0\varepsilon}N^{1/3},
\qquad
\beta=\frac32\left(\frac{4\pi}{3}\right)^{1/3}=2.418 .
\]

With the donor spacing defined as \(d=N^{-1/3}\), this is \(\beta\) times the Coulomb energy of two unit charges a distance \(d\) apart in the host.

## Lemma 1: the potential in a neutral cell

The electron's potential energy is

\[
V(r)=
\begin{cases}
-\dfrac1r+\dfrac{3}{2R}-\dfrac{r^2}{2R^3},&r<R,\\[2mm]
0,&r\ge R.
\end{cases}
\]

**Proof.** The background repels the electron, so its contribution is positive. The part inside radius \(r\) has charge of magnitude \(r^3/R^3\) and acts as if at the centre, giving \(r^2/R^3\). A shell at \(t>r\) holds charge \(3t^2dt/R^3\) and contributes that charge divided by \(t\). The sum is

\[
\frac{r^2}{R^3}+\int_r^R\frac{3t}{R^3}\,dt
=\frac{r^2}{R^3}+\frac{3(R^2-r^2)}{2R^3}
=\frac{3}{2R}-\frac{r^2}{2R^3}.
\]

Adding the ion's \(-1/r\) gives the first line. Outside, the background contributes \(+1/r\) and cancels the ion. At \(r=R\) the inner value is \(-1/R+3/(2R)-1/(2R)=0\) and the inner slope is \(1/R^2-1/R^2=0\), so potential and force are continuous. \(\square\)

Near the ion the main effect of the background is the constant \(+3/(2R)\). It raises the bound level towards a threshold that stays at zero.

## Lemma 2: the bound level

The ground energy in this potential is

\[
E_g=-\frac12+\frac{3}{2R}-\frac{3}{2R^3}+O(R^{-6}).
\]

**Proof.** Write \(V=-1/r+W\). Inside the cell \(W=P(r)=3/(2R)-r^2/(2R^3)\), and outside \(W=1/r\). The isolated 1s state is a trial state, so \(E_g\le h\) with \(h=-1/2+\langle W\rangle\).

The moments follow from \(\int_0^\infty r^k e^{-2r}dr=k!/2^{k+1}\):

\[
\langle r^2\rangle=4\,\frac{4!}{2^5}=3,
\qquad
\langle r^4\rangle=4\,\frac{6!}{2^7}=\frac{45}{2}.
\]

If \(P\) is used at all radii, \(\langle P\rangle=3/(2R)-3/(2R^3)\). The error made outside the cell is the average of \(g=1/r-3/(2R)+r^2/(2R^3)\) over \(r>R\). There \(g\) is positive, because it vanishes at \(R\) and its slope \(r/R^3-1/r^2\) is positive. Since \(1/r<3/(2R)\), also \(g<r^2/(2R^3)\). Thus

\[
0<\langle W\rangle-\langle P\rangle
<\frac{2}{R^3}\int_R^\infty r^4e^{-2r}\,dr,
\]

which is exponentially small.

A lower bound on \(E_g\) is also needed. Since \(W>0\) everywhere, the min–max principle puts every part of the spectrum above the ground level at or above the second hydrogenic level, \(b=-1/8\). For large \(R\) the ground level lies below \(b\). Hence \((H-E_g)(H-b)\) has no negative spectral value. Its average in the trial state, with \(\sigma^2=\langle H^2\rangle-h^2\), gives

\[
0\le\langle(H-E_g)(H-b)\rangle
=\sigma^2+(h-E_g)(h-b).
\]

For \(h<b\) this rearranges to

\[
0\le h-E_g\le\frac{\sigma^2}{b-h}.
\]

The trial state is an eigenstate of the isolated Hamiltonian, so \(\sigma^2\) is the variance of \(W\). Apart from exponentially small terms,

\[
\sigma^2=\frac{\langle r^4\rangle-\langle r^2\rangle^2}{4R^6}
=\frac{45/2-9}{4R^6}=\frac{27}{8R^6}.
\]

The denominator \(b-h\) tends to \(3/8\), so \(h-E_g=O(R^{-6})\). \(\square\)

**Proof of the theorem.** The threshold is zero, so \(I=-E_g\), and Lemma 2 gives the expansion. To restore units, replace \(R\) by \(R/a^*\) and multiply by \(m/\varepsilon^2\):

\[
\Delta E=\frac{m}{\varepsilon^2}\,\frac{3a^*}{2R}
=\frac{3}{2\varepsilon R}.
\]

The mass cancels. The definition of the cell gives \(1/R=(4\pi N/3)^{1/3}\), and multiplying by \(e^2/(4\pi\varepsilon_0)\) converts to SI units. \(\square\)

At a cell radius of \(20a^*\), the numerical solution of the radial Schrödinger equation leaves \(1.876\times10^{-4}\) effective units beyond \(1/2-3/(2R)\). The predicted \(3/(2R^3)\) is \(1.875\times10^{-4}\).

## Why the exponent is one third

Suppose a lowering is a difference of Coulomb energies of point charges, and that all distances scale with \(d\). Put \(\mathbf r_i=d\,\mathbf x_i\). Every term becomes

\[
\frac{q_iq_j}{\varepsilon|\mathbf r_i-\mathbf r_j|}
=\frac{1}{\varepsilon d}\,
\frac{q_iq_j}{|\mathbf x_i-\mathbf x_j|}.
\]

If the arrangement of the \(\mathbf x_i\) does not depend on concentration, the difference is a number divided by \(\varepsilon d\), hence proportional to \(N^{1/3}\). The finite orbital supplies a second length, and then

\[
\Delta E=\frac{1}{\varepsilon d}\,F\!\left(\frac{a^*}{d}\right).
\]

The cube root needs \(F\) to have a finite, nonzero limit as its argument goes to zero. In the cell model it does: in effective units the lowering is \((3/2R)(1-R^{-2}+\cdots)\). The correction is proportional to \(R^{-3}\), hence to \(N\).

**Random positions.** For independently placed donors, the chance that no neighbour lies within \(r\) is \(e^{-4\pi Nr^3/3}\). The nearest-neighbour distance therefore has density \(4\pi Nr^2e^{-4\pi Nr^3/3}\). With \(t=4\pi Nr^3/3\),

\[
\left\langle\frac1r\right\rangle
=\left(\frac{4\pi N}{3}\right)^{1/3}
\int_0^\infty t^{-1/3}e^{-t}\,dt
=\Gamma\!\left(\tfrac23\right)
\left(\frac{4\pi}{3}\right)^{1/3}N^{1/3}.
\]

The coefficient is 2.183; random points gave 2.201, inside the 2% tolerance of the test. This average is not itself an ionization-energy lowering. It shows only that the random distance to the nearest neighbour keeps the exponent. The potential of all the ions together is a different matter: if their positions are fully independent, its fluctuations grow with the size of the sample until screening or correlation between the charges limits them, so a further length can enter.

## The pair estimate and what a neighbour does

The inverse-spacing estimate can also be made with one ionized neighbour at distance \(s\). On the line joining the ions the electron's potential energy is \(-1/x-1/(s-x)\). Its derivative, \(1/x^2-1/(s-x)^2\), vanishes at \(x=s/2\), where the energy is \(-4/s\). A sideways step increases both distances and raises the energy, so this point is the lowest pass between the wells.

The neighbour also attracts the bound electron. To first order the level falls by

\[
A(s)=\frac1s\int_0^s4r^2e^{-2r}dr+\int_s^\infty4re^{-2r}dr .
\]

The two integrals are \(1-e^{-2s}(1+2s+2s^2)\) and \(e^{-2s}(1+2s)\), so

\[
A(s)=\frac1s-\left(1+\frac1s\right)e^{-2s}.
\]

The ionization energy is the pass energy minus the level energy:

\[
-\frac4s-\left(-\frac12-\frac1s\right)=\frac12-\frac3s,
\]

with the exponential term dropped and the electron kept on one ion. Sharing of the electron between two equal ions is left out; its effect on the level also falls exponentially with \(s\), but more slowly than the dropped term. The second-order polarization of the orbital by the neighbour, \(-9/(4s^4)\), is left out as well, and at large \(s\) it is the largest omitted term. Beyond the pass the electron is still bound to the pair, and removing it to infinity costs about \(1/2+1/s\). The pass serves as a threshold only if similar passes continue through the crystal. Counting the threshold alone would give \(4/s\) instead of \(3/s\). For touching cells \(s=2R\), and \(3/s=3/(2R)\) agrees with the theorem. The equality rests on that choice of \(s\): with \(s=d\) the pair estimate would give \(\beta=3\). The two models agree in the size of the lowering, not in a universal prefactor.

At \(s=6a^*\) the computed pass is at \(-0.6667\) and the attraction is \(0.1667\), a net lowering of \(0.5000\) effective units. That equals the isolated binding. The case checks the electrostatics, but it is too close for the estimate to serve as an ionization energy.

**Neutral neighbours.** A neutral donor consists of the ion and its electron cloud. An outside electron feels \(-1/s+A(s)=-(1+1/s)e^{-2s}\), which is \(7.2\times10^{-6}\) effective units in magnitude at \(s=6a^*\). There is no \(1/s\) term. Polarization of a distant neutral donor by a unit charge lowers the energy by half the donor's polarizability times the squared field \(1/s^4\), so this effect too falls faster than \(1/s\). With the hydrogenic polarizability \(9/2\) it is \(9/(4s^4)=1.7\times10^{-3}\) at \(s=6a^*\), far larger than the static remainder. The cumulative change of permittivity caused by many neutral donors is left out.

## How the accounting changes the prefactor

**Another threshold.** The average potential energy in a cell whose donor is ionized is

\[
\frac{3}{R^3}\int_0^R r^2V(r)\,dr
=-\frac{3}{2R}+\frac{3}{2R}-\frac{3}{10R}
=-\frac{3}{10R}.
\]

If this average is taken as the threshold, the lowering becomes \(3/(2R)+3/(10R)=9/(5R)\), and \(\beta\) rises to about 2.9.

**A relaxed background.** Suppose instead that the background consists of free carriers, remains uniform, and gains one carrier when a donor is ionized. The electrostatic energy per cell is the ion–background attraction plus the background's self-energy:

\[
-\frac{3}{2R}+\frac12\int_0^R\frac{3r^2}{R^3}
\left(\frac{3}{2R}-\frac{r^2}{2R^3}\right)dr .
\]

The integral with its factor one half is \(\frac12(3/2-3/10)/R=3/(5R)\), so the cell energy is \(-9/(10R)\). The energy per volume is \(-\frac{9}{10}(4\pi/3)^{1/3}N^{4/3}\). Adding one ion and one carrier changes the energy by the derivative with respect to \(N\):

\[
-\frac{9}{10}\cdot\frac43\left(\frac{4\pi}{3}\right)^{1/3}N^{1/3}
=-\frac{6}{5R}.
\]

This gives \(\beta=1.934\). The carriers' kinetic energy and entropy belong to the occupation formula and are not included here. The frozen value suits compensating charge that is fixed and may be treated as uniform; the relaxed value suits carriers that stay uniform while each ion keeps a cell of its own. Both have the same exponent.

## Compensation: which concentration enters

Let \(N_D\) and \(N_A\) be the donor and acceptor concentrations, and \(n\) the free-electron concentration. In n-type material with all acceptors ionized, neutrality requires \(N=N_A+n\). When the crystal is cold enough that \(n\ll N_A\), and \(K=N_A/N_D\),

\[
N=KN_D,\qquad
\Delta E=\alpha K^{1/3}N_D^{1/3}.
\]

Within this model, a cube-root law in total donor concentration thus requires a fixed ionized fraction. The factor \(K^{1/3}\) rests on treating the acceptors as a uniform charge. In a cold, weakly compensated crystal the ionized donors instead gather near the acceptors, at distances set by \(N_D\). The Fermi level then lies above the isolated donor level by an energy of order \(e^2N_D^{1/3}/(4\pi\varepsilon_0\varepsilon)\), nearly independent of \(K\), and the formula above should not be used for the activation energy of the carriers. Strong compensation does not restore it: with randomly placed point charges the few remaining electrons settle on the deepest donors, so the Fermi level falls as \(K\) grows and ends below the isolated donor level as \(K\) approaches one, opposite to the \(K^{1/3}\) trend. Without acceptors, \(N=n\) tends to zero on cooling and this lowering disappears. When \(n\) matters, \(N\) and the ionization energy must be found together from the neutrality condition.

## Worked example

Take round model parameters \(\varepsilon=10\) and \(m=0.25\). Then \(a^*=40\) bohr, or 2.117 nm, and \(E_0=0.25/200=0.00125\) hartree, or 34.01 meV. The frozen-cell coefficient is \(\alpha=3.482\times10^{-5}\) meV cm.

For \(N=10^{17}\) cm\(^{-3}\), \(N^{1/3}=4.642\times10^5\) cm\(^{-1}\), and

\[
\alpha N^{1/3}=(3.482\times10^{-5})(4.642\times10^5)
=16.16\ \text{meV}.
\]

The cell radius is 13.37 nm, or \(6.31a^*\). The next term reduces the lowering by \(2E_0\times3/(2\times6.31^3)=0.41\) meV, to 15.76 meV. The numerical cell solution gives 15.75 meV and leaves an ionization energy of 18.27 meV.

| \(N\) (cm\(^{-3}\)) | \(R/a^*\) | leading (meV) | numerical (meV) |
|---|---:|---:|---:|
| \(10^{15}\) | 29.31 | 3.48 | 3.48 |
| \(10^{16}\) | 13.60 | 7.50 | 7.46 |
| \(10^{17}\) | 6.31 | 16.16 | 15.75 |
| \(10^{18}\) | 2.93 | 34.82 | 30.01 |

The local exponents between successive rows are 0.3315, 0.3244 and 0.2801. The two-term lowering explains the initial decrease: its logarithmic slope is

\[
\frac{d\ln\Delta E}{d\ln N}
=\frac13-\frac{2}{3(R^2-1)},
\]

because \(d\ln R/d\ln N=-1/3\). In the last interval the higher terms also matter.

Now let \(K=0.1\) and \(N_D=10^{18}\) cm\(^{-3}\), with negligible \(n\). Since \(K^{1/3}=0.4642\), the coefficient referred to \(N_D\) is \(1.616\times10^{-5}\) meV cm, and the lowering is again 16.16 meV. Inserting \(N_D\) with the unreduced \(\alpha\) would give 34.82 meV, more than \(E_0\). Even the correct insertion only illustrates the accounting within the uniform-acceptor model. It is not the activation energy of a cold crystal, where the ionized donors gather near the acceptors as described above. The donor spacing \(N_D^{-1/3}\) is also only 10 nm, less than \(5a^*\), and overlap between donors is left out. Here \(N_D^{1/3}a^*=0.21\), near the Mott criterion of about 0.26. The neutral donors, of polarizability \(\tfrac92a^{*3}\), would raise the permittivity by a fraction \(4\pi\cdot\tfrac92\,(1-K)N_Da^{*3}\approx0.5\), an effect on the binding as large as the lowering kept. The example therefore does not show how strongly a real donor is bound at this density.

## Where the result fails

**High concentration.** The leading formula reaches zero at \(R=3a^*\), here \(N=9.32\times10^{17}\) cm\(^{-3}\). The cell still binds its electron there, by 4.45 meV. The zero is therefore a failure of the truncated expansion and not a derived metal–insulator transition, which would require the coupling between donors.

**Weak screening by carriers.** Let \(T\) be the thermal energy and \(\phi\) the potential around an ion, and smear the other ions into a uniform positive charge. Nondegenerate carriers have density \(ne^{\phi/T}\approx n(1+\phi/T)\), so the net charge density is \(-n\phi/T\). In ordinary atomic units Poisson's equation becomes

\[
\nabla^2\phi=\frac{\phi}{\lambda^2},
\qquad
\lambda^2=\frac{\varepsilon T}{4\pi n},
\qquad
\phi=\frac{e^{-r/\lambda}}{\varepsilon r}.
\]

In effective units the electron's energy near the ion is \(-1/r+1/\lambda-r/(2\lambda^2)+\cdots\). With \(\langle r\rangle=3/2\), the lowering is \(1/\lambda-3/(4\lambda^2)+\cdots\). Its leading part varies as \(n^{1/2}\) at fixed temperature, because \(\lambda\) is a length distinct from \(d\). Between \(10^{13}\) and \(10^{14}\) cm\(^{-3}\) at 300 K, the numerical exponent is 0.4988.

To compare the regimes set \(n=N\). Since \(4\pi nR^3=3\),

\[
\frac{\lambda}{R}=\sqrt{\frac{\varepsilon RT}{3}} .
\]

Expanding the exponential requires \(\phi\ll T\) where most of the screening charge lies, at distances of order \(\lambda\). At \(r=\lambda\) the ratio is \(\phi/T=e^{-1}/(\varepsilon\lambda T)=e^{-1}R^3/(3\lambda^3)\), which is small when \(\lambda\gg R\). The screening charge of one ion then spreads over many cells, whereas the cell model confines it to one. At 300 K the ratio \(\lambda/R\) is 1.93 at \(10^{15}\) cm\(^{-3}\) and 0.89 at \(10^{17}\) cm\(^{-3}\), and \(\phi/T\) at \(r=\lambda\) is 0.02 and 0.17. At the lower concentration the relaxed-cell lowering \(6/(5R)\) is \(1.2\times1.93=2.3\) times the Debye level shift \(1/\lambda\). The two count the carriers' response differently, so this compares only their sizes, but the cube-root estimate is doubtful if carriers supply the neutralizing charge among randomly placed ions. At the higher concentration a sphere of radius \(\lambda\) holds fewer than one carrier on average, so a smooth screening cloud is no longer well justified, and the assumption of uniform carriers is rough too: in the cell potential their Boltzmann density at \(R/2\) is about 1.3 times that at the surface, and it rises further towards the ion. With fixed acceptors and few carriers this restriction does not arise, but treating the acceptors as a uniform charge then fails for a cold crystal with randomly placed impurities, at weak and at strong compensation, as described above.

The complete values are in the numerical output that follows.

## Values computed for the example and the checks

```
relative permittivity 10.0, mass 0.25 m_e
donor radius a* = 2.117 nm
isolated ionization energy = 34.01 meV
pair at s = 6.0 a*: saddle = -0.666667 eff. a.u.
  bound-level attraction = 0.166659 eff. a.u.
  neutral-neighbour remainder = 7.17e-06 eff. a.u.
  net lowering = 0.500007 eff. a.u.
random mean d/r_near: sampled 2.201, formula 2.183
beta, frozen cell = 2.4180
beta, relaxed background = 1.9344
R = 20 a*: numerical binding 0.4251876 eff. a.u.
  part beyond 1/2-3/(2R) = 1.8762e-04 eff. a.u.
  predicted 3/(2R^3) = 1.8750e-04 eff. a.u.
exponent from R = 80 to 40 a* = 0.33311
alpha, frozen cell = 3.482e-05 meV cm
alpha, relaxed background = 2.785e-05 meV cm
K = 0.1: factor K^(1/3) = 0.4642
  alpha referred to N_D = 1.616e-05 meV cm
N = 1e+15 cm^-3: R = 62.04 nm = 29.31 a*
  lowering (meV): leading 3.48, two-term 3.48, numerical 3.48
  remaining ionization energy = 30.54 meV
  Debye length/R at 300 K, n = N: 1.93
N = 1e+16 cm^-3: R = 28.79 nm = 13.60 a*
  lowering (meV): leading 7.50, two-term 7.46, numerical 7.46
  remaining ionization energy = 26.55 meV
  Debye length/R at 300 K, n = N: 1.31
N = 1e+17 cm^-3: R = 13.37 nm = 6.31 a*
  lowering (meV): leading 16.16, two-term 15.76, numerical 15.75
  remaining ionization energy = 18.27 meV
  Debye length/R at 300 K, n = N: 0.89
N = 1e+18 cm^-3: R = 6.20 nm = 2.93 a*
  lowering (meV): leading 34.82, two-term 30.76, numerical 30.01
  remaining ionization energy = 4.01 meV
  Debye length/R at 300 K, n = N: 0.61
local exponents between these N: 0.3315, 0.3244, 0.2801
leading formula reaches zero at N = 9.323e+17 cm^-3
  R there = 3.000 a*, cell binding = 4.45 meV
Debye case N = 1e+13 cm^-3: length = 564.7 a*, length/R = 4.15
  lowering = 0.1203 meV, lowering*length = 0.9987
Debye case N = 1e+14 cm^-3: length = 178.6 a*, length/R = 2.83
  lowering = 0.3794 meV, lowering*length = 0.9958
Debye-case exponent = 0.4988
```
